**Second-order energy and first-order dipole changes from a self-consistent dispersion correction**

The program tests $\Delta E=\frac{\lambda^2}{2}(v,\chi v)+O(\lambda^3)$ and $\Delta\mu=-\lambda(z,\chi v)+O(\lambda^2)$. Here $\lambda$ is the dispersion strength, $v$ the dispersion potential at the base density, $\chi$ the static response of the base functional, and $(f,g)$ the integral of $fg$ over space. The system is a T-shaped complex of hydrogen fluoride and H$_2$, treated with rPW86 exchange, PBE correlation and VV10 in the aug-cc-pVDZ basis. The program asserts that the response coefficients agree with those extrapolated from relaxed calculations, and that the energy and dipole changes have orders close to 2 and 1. It also asserts the energy balance, the dipole shift obtained from a field derivative, the polarizability bound and the orbital formula without feedback. Further assertions cover the vanishing of VV10 for a uniform density and its potential against a finite difference. At full strength the output shows an energy change of −1.37 µhartree and a dipole shift of $0.660\times10^{-3}\,e\,$bohr. The interaction energy changes by −0.70 µhartree, compared with a VV10 contribution of −287 µhartree at the base densities.

## Program and output

```python
# RESULT UNDER TEST
# A base functional E0[n] has its minimum at n0; a dispersion functional D[n]
# is added with strength lam. Relaxing the density changes the energy by
#   E_sc - E_post = lam^2/2 * Tr(V P') + O(lam^3),
# while the dipole of the density changes by -lam * Tr(z P') + O(lam^2).
# V: matrix of dD/dn at n0; P': response of the base density matrix to V.
# E0 is rPW86 exchange + PBE correlation; D is the VV10 nonlocal functional.
# All internal quantities are in Hartree atomic units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, dft, scf

HF_BOND, H2_BOND, SEPARATION = 0.92, 0.74, 3.20   # angstrom, chosen
B_DAMP, C_GRAD = 5.9, 0.0093                      # VV10 parameters
BETA = (3 / B_DAMP**2)**0.75 / 32
XC = 'GGA_X_RPW86,GGA_C_PBE'

mol = gto.M(atom=[['F', (0, 0, 0)], ['H', (0, 0, HF_BOND)],
                  ['H', (H2_BOND / 2, 0, SEPARATION)],
                  ['H', (-H2_BOND / 2, 0, SEPARATION)]],
            basis='aug-cc-pvdz', unit='Angstrom', verbose=0)
nbas = mol.nao_nr()
S = mol.intor('int1e_ovlp')
Z_INT = mol.intor('int1e_r')[2]
KINETIC = mol.intor('int1e_kin')
ERI = mol.intor('int2e', aosym='s1').reshape(nbas**2, nbas**2)
s_val, s_vec = np.linalg.eigh(S)
X = (s_vec / np.sqrt(s_val)) @ s_vec.T
S_HALF = (s_vec * np.sqrt(s_val)) @ s_vec.T
GUESS = np.array(scf.hf.init_guess_by_minao(mol))
CHARGES, POSITIONS = mol.atom_charges(), mol.atom_coords()


def make_grid(atom_grid=None):
    grid = dft.gen_grid.Grids(mol)
    grid.level = 1
    if atom_grid is not None:
        grid.atom_grid = atom_grid
        grid.prune = None
    grid.build()
    keep = np.abs(grid.weights) > 0
    xyz, weights = grid.coords[keep], grid.weights[keep]
    return xyz, weights, dft.numint.eval_ao(mol, xyz, deriv=1)


XYZ, W, AO = make_grid()
NL_XYZ, NL_W, NL_AO = make_grid({'F': (30, 110), 'H': (20, 50)})


def density(ao, P):
    half = ao[0] @ P
    n = np.einsum('pi,pi->p', half, ao[0])
    grad = np.array([2 * np.einsum('pi,pi->p', half, ao[k])
                     for k in (1, 2, 3)])
    return n, grad


def potential_matrix(ao, w, v_n, v_sigma, grad):
    """Matrix of a functional derivative with respect to n and |grad n|^2."""
    right = ao[0] * (0.5 * w * v_n)[:, None]
    for k in range(3):
        right += ao[k + 1] * (2 * w * v_sigma * grad[k])[:, None]
    M = ao[0].T @ right
    return M + M.T


def local_scales(n, sigma):
    omega = np.sqrt(C_GRAD * sigma**2 / n**4 + 4 * np.pi * n / 3)
    kappa = B_DAMP * 1.5 * np.pi * (n / (9 * np.pi))**(1 / 6)
    return omega, kappa


def kernel(g, gp):
    return -1.5 / (g * gp * (g + gp))


class Fragment:
    """Selected nuclei and their electrons in the basis of the whole complex."""

    def __init__(self, nuclei):
        self.nocc = int(sum(CHARGES[i] for i in nuclei)) // 2
        self.h = KINETIC.copy()
        start = np.zeros_like(S)
        slices = mol.aoslice_by_atom()
        for i in nuclei:
            with mol.with_rinv_at_nucleus(i):
                self.h -= CHARGES[i] * mol.intor('int1e_rinv')
            a, b = slices[i, 2:4]
            start[a:b, a:b] = GUESS[a:b, a:b]
        self.e_nuc = sum(CHARGES[i] * CHARGES[j]
                         / np.linalg.norm(POSITIONS[i] - POSITIONS[j])
                         for i in nuclei for j in nuclei if i < j)
        self.mu_nuc = sum(CHARGES[i] * POSITIONS[i, 2] for i in nuclei)
        self.P0, self.E0, self.eps, self.C = self.scf(0 * S, start)
        n, _ = density(NL_AO, self.P0)
        keep = n > 1e-6          # fixed set of points, so D stays smooth
        self.nl = (NL_XYZ[keep], NL_W[keep], NL_AO[:, keep])
        self.D0, self.V0 = self.dispersion(self.P0)

    def fock(self, P):
        J = (ERI @ P.ravel()).reshape(nbas, nbas)
        n, grad = density(AO, P)
        exc, vxc = dft.libxc.eval_xc(XC, np.vstack([n[None], grad]),
                                     spin=0, deriv=1)[:2]
        v_n, v_s = np.ravel(vxc[0]), np.ravel(vxc[1])
        energy = (np.sum(P * (self.h + J / 2)) + np.sum(W * n * np.ravel(exc))
                  + self.e_nuc)
        return self.h + J + potential_matrix(AO, W, v_n, v_s, grad), energy

    def scf(self, extra, P):
        """Minimize E0 + Tr(extra P); return P, E0[P], orbital data."""
        focks, errors = [], []
        for _ in range(80):
            F, energy = self.fock(P)
            F = F + extra
            FPS = F @ P @ S
            err = X @ (FPS - FPS.T) @ X
            if np.abs(err).max() < 3e-8:
                eps, C = eigh(F, S)
                return P, energy, eps, C
            focks, errors = (focks + [F])[-7:], (errors + [err])[-7:]
            m = len(focks)
            if m > 1:
                A = np.ones((m + 1, m + 1))
                A[m, m] = 0
                A[:m, :m] = [[np.sum(p * q) for q in errors] for p in errors]
                c = np.linalg.solve(A, np.eye(m + 1)[m])[:m]
                F = sum(ci * Fi for ci, Fi in zip(c, focks))
            _, C = eigh(F, S)
            P = 2 * C[:, :self.nocc] @ C[:, :self.nocc].T
        raise RuntimeError('SCF not converged')

    def dispersion(self, P):
        """VV10 energy and potential matrix, without its constant part."""
        xyz, w, ao = self.nl
        n, grad = density(ao, P)
        sigma = np.sum(grad**2, axis=0)
        omega, kappa = local_scales(n, sigma)
        a, r2 = w * n, np.sum(xyz**2, axis=1)
        u0, u1, u2 = np.zeros((3, len(n)))
        for i in range(0, len(n), 64):
            q = slice(i, i + 64)
            R2 = r2[q, None] + r2 - 2 * xyz[q] @ xyz.T
            g = omega[q, None] * R2 + kappa[q, None]
            gp = omega * R2 + kappa
            phi = kernel(g, gp)
            slope = -phi * (1 / g + 1 / (g + gp))
            u0[q], u1[q] = phi @ a, slope @ a
            u2[q] = (slope * R2) @ a
        domega_dn = (-4 * C_GRAD * sigma**2 / n**5 + 4 * np.pi / 3) / (2 * omega)
        domega_ds = C_GRAD * sigma / (n**4 * omega)
        v_n = u0 + n * (u1 * kappa / (6 * n) + u2 * domega_dn)
        V = potential_matrix(ao, w, v_n, n * u2 * domega_ds, grad)
        return 2 * self.nocc * BETA + 0.5 * a @ u0, V

    def relax(self, lam):
        """Fully self-consistent minimum of E0 + lam*D."""
        P, V = self.P0, self.V0
        for _ in range(12):
            new, e0, _, _ = self.scf(lam * V, P)
            step = np.linalg.norm(S_HALF @ (new - P) @ S_HALF)
            total = np.linalg.norm(S_HALF @ (new - self.P0) @ S_HALF)
            P = new
            D, V = self.dispersion(P)
            if step < 2e-3 * total:
                break
        else:
            raise RuntimeError('dispersion potential not converged')
        dP = P - self.P0
        moved = 0.5 * np.sum(W * np.abs(density(AO, dP)[0]))
        return dict(dP=dP, base=e0 - self.E0, disp=lam * (D - self.D0),
                    dE=e0 - self.E0 + lam * (D - self.D0),
                    dmu=-np.sum(Z_INT * dP), moved=moved)

    def dipole(self):
        return self.mu_nuc - np.sum(Z_INT * self.P0)


# The nonlocal energy must vanish for a uniform density.
for n_uniform in (0.01, 0.3):
    om, ka = local_scales(n_uniform, 0.0)
    integral = quad(lambda r: 4 * np.pi * r**2
                    * kernel(om * r**2 + ka, om * r**2 + ka), 0, np.inf)[0]
    assert abs(BETA + 0.5 * n_uniform * integral) < 1e-6 * BETA

pair = Fragment([0, 1, 2, 3])
full, half, quarter = (pair.relax(x) for x in (1.0, 0.5, 0.25))

# The potential matrix is the derivative of the dispersion energy.
dP = full['dP']
difference = (pair.dispersion(pair.P0 + dP / 2)[0]
              - pair.dispersion(pair.P0 - dP / 2)[0])
assert abs(difference / np.sum(pair.V0 * dP) - 1) < 5e-3

# Linear response of the base functional to the frozen dispersion potential.
s = 0.1
response = (pair.scf(s * pair.V0, pair.P0)[0]
            - pair.scf(-s * pair.V0, pair.P0)[0]) / (2 * s)
E2 = 0.5 * np.sum(pair.V0 * response)
MU1 = -np.sum(Z_INT * response)


def to_zero(at_half, at_quarter):
    """Remove the error linear in the strength."""
    return 2 * at_quarter - at_half


e2_limit = to_zero(half['dE'] / 0.25, quarter['dE'] / 0.0625)
mu1_limit = to_zero(half['dmu'] / 0.5, quarter['dmu'] / 0.25)
assert abs(e2_limit / E2 - 1) < 0.02
assert abs(mu1_limit / MU1 - 1) < 0.02
assert max(r['dE'] for r in (full, half, quarter)) < 0

# Orders in the strength and in the displaced charge.
order_E = np.log2(half['dE'] / quarter['dE'])
order_mu = np.log2(half['dmu'] / quarter['dmu'])
order_q = np.log(half['dE'] / quarter['dE']) / np.log(half['moved']
                                                      / quarter['moved'])
assert abs(order_E - 2) < 0.15 and abs(order_mu - 1) < 0.15
assert abs(order_q - 2) < 0.15

# The base energy rises by half of what the dispersion energy gains.
balance = to_zero(half['base'] / half['dE'], quarter['base'] / quarter['dE'])
assert abs(balance + 1) < 0.02

# The field derivative of D at the base density gives the dipole shift.
field = 0.001
P_plus = pair.scf(field * Z_INT, pair.P0)[0]
P_minus = pair.scf(-field * Z_INT, pair.P0)[0]
mu_from_energy = -(pair.dispersion(P_plus)[0]
                   - pair.dispersion(P_minus)[0]) / (2 * field)
alpha = -np.sum(Z_INT * (P_plus - P_minus)) / (2 * field)
assert abs(mu_from_energy / MU1 - 1) < 0.02
bound = MU1**2 / (2 * alpha)
assert 0 < bound <= abs(E2)

# Orbital formula without feedback, against eigenvalues of a frozen Fock matrix.
no = pair.nocc
v_ia = pair.C[:, :no].T @ pair.V0 @ pair.C[:, no:]
E2_unc = 2 * np.sum(v_ia**2 / (pair.eps[:no, None] - pair.eps[None, no:]))
F0 = pair.fock(pair.P0)[0]
band = [2 * np.sum(eigh(F0 + x * pair.V0, S, eigvals_only=True)[:no])
        for x in (-s, 0, s)]
assert abs((band[0] - 2 * band[1] + band[2]) / (2 * s**2) / E2_unc - 1) < 0.01

# Monomers with the same basis and quadrature points.
mono = [Fragment([0, 1]), Fragment([2, 3])]
mono_full = [f.relax(1.0) for f in mono]
base_int = pair.E0 - sum(f.E0 for f in mono)
disp_int = pair.D0 - sum(f.D0 for f in mono)
relax_int = full['dE'] - sum(r['dE'] for r in mono_full)
mu_int = pair.dipole() - sum(f.dipole() for f in mono)
dmu_int = full['dmu'] - sum(r['dmu'] for r in mono_full)
assert all(r['dE'] < 0 for r in mono_full)
assert abs(relax_int) < 0.1 * abs(disp_int)

HARTREE = const.physical_constants['Hartree energy'][0]
KJ = HARTREE * const.N_A / 1000
A0 = const.physical_constants['Bohr radius'][0]
DEBYE = const.e * A0 / (1e-21 / const.c)


def show(label, value, unit, digits=5):
    print(f'{label}: {value:.{digits}g} {unit}')


show('H-F bond length', HF_BOND, 'angstrom')
show('H-H bond length', H2_BOND, 'angstrom')
show('F to H2 midpoint distance', SEPARATION, 'angstrom')
show('VV10 damping parameter b', B_DAMP, '(no unit)')
show('VV10 gradient parameter C', C_GRAD, '(no unit)')
show('Basis functions', nbas, '(count)')
show('Base-functional grid points', len(W), '(count)')
show('VV10 points kept for complex', len(pair.nl[1]), '(count)')
show('Base energy of complex', pair.E0, 'hartree', 9)
show('VV10 energy at base density', pair.D0, 'hartree', 6)
show('Base dipole of complex, z', pair.dipole(), 'e*bohr', 6)
show('Response prediction of energy change', E2 * 1e6, 'microhartree')
show('Energy coefficient from relaxed runs', e2_limit * 1e6, 'microhartree')
show('Response prediction of dipole shift', MU1 * 1e3, '1e-3 e*bohr')
show('Dipole coefficient from relaxed runs', mu1_limit * 1e3, '1e-3 e*bohr')
show('Dipole shift from field derivative of D', mu_from_energy * 1e3,
     '1e-3 e*bohr')
for lam, r in ((1.0, full), (0.5, half), (0.25, quarter)):
    show(f'Strength {lam}: energy change', r['dE'] * 1e6, 'microhartree')
    show(f'Strength {lam}: dipole shift', r['dmu'] * 1e3, '1e-3 e*bohr')
    show(f'Strength {lam}: displaced charge', r['moved'] * 1e3, '1e-3 electron')
show('Energy order in strength', order_E, '(no unit)', 4)
show('Dipole order in strength', order_mu, '(no unit)', 4)
show('Energy order in displaced charge', order_q, '(no unit)', 4)
show('Full strength: base energy rise', full['base'] * 1e6, 'microhartree')
show('Full strength: VV10 energy change', full['disp'] * 1e6, 'microhartree')
show('Base rise / energy change, zero-strength limit', balance, '(no unit)')
show('Polarizability zz', alpha, 'bohr^3')
show('Lower bound on |energy change| from dipole', bound * 1e6, 'microhartree')
show('Orbital estimate without feedback', E2_unc * 1e6, 'microhartree')
show('Orbital estimate / full response', E2_unc / E2, '(no unit)', 4)
show('Full-strength energy change, converted', full['dE'] * KJ, 'kJ/mol')
show('Full-strength dipole shift, converted', full['dmu'] * DEBYE, 'debye')
show('Relative dipole shift', 100 * full['dmu'] / pair.dipole(), 'percent', 4)
show('HF monomer energy change', mono_full[0]['dE'] * 1e6, 'microhartree')
show('H2 monomer energy change', mono_full[1]['dE'] * 1e6, 'microhartree')
show('Base interaction energy', base_int * 1e6, 'microhartree')
show('VV10 interaction energy at base densities', disp_int * 1e6, 'microhartree')
show('Post-SCF interaction energy', (base_int + disp_int) * 1e6, 'microhartree')
show('Interaction-energy change by relaxation', relax_int * 1e6, 'microhartree')
show('Same change, converted', relax_int * KJ, 'kJ/mol')
show('Base interaction dipole', mu_int * 1e3, '1e-3 e*bohr')
show('Interaction-dipole change by relaxation', dmu_int * 1e3, '1e-3 e*bohr')
print('finished without a failed check')
```

Running it gives:

```
H-F bond length: 0.92 angstrom
H-H bond length: 0.74 angstrom
F to H2 midpoint distance: 3.2 angstrom
VV10 damping parameter b: 5.9 (no unit)
VV10 gradient parameter C: 0.0093 (no unit)
Basis functions: 50 (count)
Base-functional grid points: 12714 (count)
VV10 points kept for complex: 5824 (count)
Base energy of complex: -101.79892 hartree
VV10 energy at base density: 0.0531799 hartree
Base dipole of complex, z: 0.763554 e*bohr
Response prediction of energy change: -1.3645 microhartree
Energy coefficient from relaxed runs: -1.3645 microhartree
Response prediction of dipole shift: 0.65629 1e-3 e*bohr
Dipole coefficient from relaxed runs: 0.65661 1e-3 e*bohr
Dipole shift from field derivative of D: 0.65627 1e-3 e*bohr
Strength 1.0: energy change: -1.3665 microhartree
Strength 1.0: dipole shift: 0.65958 1e-3 e*bohr
Strength 1.0: displaced charge: 1.8767 1e-3 electron
Strength 0.5: energy change: -0.34137 microhartree
Strength 0.5: dipole shift: 0.32895 1e-3 e*bohr
Strength 0.5: displaced charge: 0.93758 1e-3 electron
Strength 0.25: energy change: -0.085311 microhartree
Strength 0.25: dipole shift: 0.16431 1e-3 e*bohr
Strength 0.25: displaced charge: 0.46856 1e-3 electron
Energy order in strength: 2.001 (no unit)
Dipole order in strength: 1.001 (no unit)
Energy order in displaced charge: 1.999 (no unit)
Full strength: base energy rise: 1.3685 microhartree
Full strength: VV10 energy change: -2.735 microhartree
Base rise / energy change, zero-strength limit: -0.99975 (no unit)
Polarizability zz: 12.992 bohr^3
Lower bound on |energy change| from dipole: 0.016576 microhartree
Orbital estimate without feedback: -2.3604 microhartree
Orbital estimate / full response: 1.73 (no unit)
Full-strength energy change, converted: -0.0035877 kJ/mol
Full-strength dipole shift, converted: 0.0016765 debye
Relative dipole shift: 0.08638 percent
HF monomer energy change: -0.51668 microhartree
H2 monomer energy change: -0.15018 microhartree
Base interaction energy: -1584.3 microhartree
VV10 interaction energy at base densities: -287.37 microhartree
Post-SCF interaction energy: -1871.6 microhartree
Interaction-energy change by relaxation: -0.69964 microhartree
Same change, converted: -0.0018369 kJ/mol
Base interaction dipole: 81.62 1e-3 e*bohr
Interaction-dipole change by relaxation: 0.62727 1e-3 e*bohr
finished without a failed check
```
